Helix period, chiral wall energy and the critical Dzyaloshinskii-Moriya constant, part 2

The state of a magnet is a unit vector m(x) that varies along x only; a prime means d/dx. Its energy per volume is

w = A|m'|² + K(1 − m_z²) − D e·(m×m'),

with exchange stiffness A > 0, anisotropy K > 0 with easy axis z, Dzyaloshinskii-Moriya constant D > 0 and fixed unit vector e = y. The bulk form, −D m·curl m, has e = −x for variation along x. Uniform states along ±z have w = 0.

For planar rotation, m = (sinθ, 0, cosθ), a free end requires

2Aθ' = D.

For K = 0 the ground state is a helix of period 4πA/D. For K > 0 the cheapest planar wall, half a turn from +z to −z, has θ' = sinθ/Δ, width parameter Δ = √(A/K) and energy per area

σ = 4√(AK) − πD.

Turning its plane about z by an azimuth φ changes −πD to −πD cosφ. The wall energy σ vanishes at

D_c = 4√(AK)/π.

Above D_c the uniform state is not the ground state. Could a non-planar texture undercut it already below D_c? Let β be the angle by which m leaves the xz plane, and ψ the angle within that plane:

m = (cosβ sinψ, sinβ, cosβ cosψ), −π/2 ≤ β ≤ π/2.

Then

w = Aβ'² + K sin²β + cos²β u, u = Aψ'² + K sin²ψ − Dψ',

where u is the planar density. Leaving the plane costs the first two terms but reduces the weight of u, a gain where u is positive. The question is whether the cost always covers this gain.

The example has A = 10 pJ/m, K = 0.40 MJ/m³, √(AK) = 2 mJ/m², Δ = 5 nm and D_c = 2.546 mJ/m². Relaxed chains are discrete chains of three-component spins, minimized numerically.

**Q:** And does it?

**A:** Yes. I treat D ≥ D_c first and go below D_c afterwards. Choose a constant C ≥ 0 by

πD = 2∫₀^π √(A(K sin²θ + C)) dθ.

At C = 0 the right side is 2√(AK)∫₀^π sinθ dθ = 4√(AK) = πD_c. It grows continuously and without limit as C grows. There is thus one solution C for each D ≥ D_c, and C = 0 at D_c.

For non-negative a and b, a² + b² ≥ 2ab. With a = √A|ψ'| and b = √(K sin²ψ + C),

Aψ'² + K sin²ψ + C ≥ 2√(A(K sin²ψ + C)) ψ'.

For negative ψ' this is obvious, since the right side is then not positive while the left side is. Subtract C and Dψ':

u ≥ −C + g(ψ)ψ', g(ψ) = 2√(A(K sin²ψ + C)) − D.

The choice of C makes the integral of g over an interval of length π vanish. The function

G(ψ) = ∫₀^ψ g(s) ds

therefore has period π and is zero at every multiple of π. Along the texture g(ψ)ψ' = dG/dx, and

u ≥ −C + dG/dx.

**Q:** In w this derivative is multiplied by cos²β. It no longer integrates to an end value.

**A:** The product rule shows what is left over:

cos²β dG/dx = d/dx(cos²β G) + 2 sinβ cosβ β' G.

The last term can be negative, but not below −2|sinβ β'| cosβ |G|. The cost of leaving the plane satisfies, again by a² + b² ≥ 2ab,

Aβ'² + K sin²β ≥ 2√(AK)|sinβ β'|.

Since C cos²β ≤ C, the pieces combine to

w ≥ −C + d/dx(cos²β G) + 2|sinβ β'|(√(AK) − cosβ|G|).

If |G| ≤ √(AK), the last term is not negative and can be dropped.

**Q:** "If" is carrying the whole proof. How large is G?

**A:** On the interval from 0 to π/2, g increases from a value −a to a value b. Because g is symmetric about π/2, its integral over this half interval is also zero, so a and b are both positive. Their sum is

a + b = 2√A(√(K + C) − √C) ≤ 2√(AK),

since √(K + C) ≤ √K + √C.

Let g change sign at ψ₁. There |G| has its largest value M on this interval. The negative part of g gives M ≤ aψ₁. The positive part has the same area, so M ≤ b(π/2 − ψ₁). Therefore

a + b ≥ M[1/ψ₁ + 1/(π/2 − ψ₁)] ≥ 8M/π.

The last step holds because the bracket is smallest when the two lengths are equal, each π/4. Hence

M ≤ (π/8)(a + b) ≤ (π/4)√(AK) < √(AK).

From π/2 to π, G repeats the same values with opposite sign, and the bound holds everywhere. At C = 0 the computed maximum of |G| is 0.421√(AK), well inside the limit.

**Q:** Your angle ψ is undefined when m points along +y or −y.

**A:** There cosβ = 0. As m approaches such a point, cos²β G goes to zero because G is bounded. I can apply the inequality separately on each stretch between such points, and they add no end terms. If m stays at ±y over some length, then w = K > −C there. The proof survives.

**Q:** Then state what has been proved.

**A:** For D ≥ D_c every texture m(x) obeys

w ≥ −C + d/dx(cos²β G).

The end term is bounded, so in a long sample the mean energy density is not below −C. If both ends are uniform, along +z or −z, then G = 0 there and the end term vanishes.

At D = D_c we have C = 0. No texture between uniform ends has negative energy.

For D < D_c I use the fact that the energy is linear in D. Call W_D the energy per area of a given texture whose two ends are uniform along +z or −z. Then

W_D = (1 − D/D_c) W₀ + (D/D_c) W_{D_c}.

To check this, put W_D = W₀ − DT with T = ∫e·(m×m') dx; the right side becomes W₀ − DT. Both W₀ and W_{D_c} are non-negative, so W_D is too. Within this model, and between such ends, the uniform state is the ground state up to D_c. Free ends can add only a bounded end energy, which does not change the mean energy density of a long sample.

**Q:** Does the argument also say that no non-planar wall is cheaper than yours?

**A:** It does. At D = 0 any wall costs at least 4√(AK). To see this, note that m' is perpendicular to m, so m_z' involves only the part of z perpendicular to m, which has length √(1 − m_z²). Thus |m_z'| ≤ |m'|√(1 − m_z²), and

A|m'|² + K(1 − m_z²) ≥ 2√(AK)|m'|√(1 − m_z²) ≥ 2√(AK)|m_z'|.

Since m_z changes by 2 across the wall, W₀ ≥ 4√(AK). Insert this and W_{D_c} ≥ 0 into the linear relation:

σ ≥ (1 − D/D_c) 4√(AK) = 4√(AK) − πD.

The planar wall attains this value, so for 0 ≤ D ≤ D_c it is the cheapest wall of all.

**Q:** Show me the change of sign in a sample that starts and ends along +z.

**A:** A full turn contains two walls. Since πD_c = 8 mJ/m², two separate walls cost 2 × 8(1 − D/D_c) mJ/m². That is 0.32 mJ/m² at 0.98 D_c and −1.60 mJ/m² at 1.10 D_c. Relaxed chains of finite length gave 0.343 and −1.577 mJ/m².

Both lie above the estimate. Part of the reason is that the profile θ' = sinθ/Δ needs infinite length to complete its rotation, so a full turn squeezed into a finite length must cost more than two ideal walls. The grid spacing also enters, and I have not separated the two effects. In a further test at 0.98 D_c, strongly disturbed non-planar closed textures were relaxed, and none fell below the uniform state within the numerical tolerance.

**Q:** So at D_c the uniform state becomes unstable and collapses.

**A:** It stops being the state of lowest energy, but it does not collapse. Consider small ripples,

m = (a, b, √(1 − a² − b²)), m_z ≈ 1 − (a² + b²)/2.

The chiral product is

m_z a' − a m_z' = a' + terms of third order.

For a periodic or localized ripple the integral of a' is zero. To second order the energy density is

A(a'² + b'²) + K(a² + b²),

and a ripple of wave number q has the stiffness Aq² + K. It is never less than K, whatever the value of D. Diagonalizing the ripple energy at D = 6 mJ/m², far above D_c, gave a lowest stiffness of 0.400 MJ/m³, which is K.

Above D_c the uniform state is therefore metastable in the interior of the sample. A rotation of finite size must form before energy is gained; the size needed becomes smaller as D grows. At a free end matters differ: the condition 2Aθ' = D found earlier is not met by a uniform state, so the spins near the end tilt. In a long sample the tilt dies out towards the interior with θ' = |sinθ|/Δ, and the end condition then gives |sinθ| = D/(2√(AK)) at the end. This has a solution only up to D = 2√(AK), which is 4 mJ/m² here. For larger D a tilted end cannot hold. Turning the end by a further small angle dθ changes the energy by (2√(AK)|sinθ| − D)dθ, which is then always negative, so walls, each of half a turn, enter the sample from its free ends. This estimate holds while the walls are far apart. Once they crowd, the interior obeys Aθ'² = K sin²θ + C with C > 0, and the end condition can be met again when C ≥ D²/(4A) − K. Entry then stops, with fewer walls than in the ground state described below.

**Q:** Is there no case in which small ripples grow by themselves?

**A:** There is one if e is parallel to the easy axis, which lies outside the assumption used so far. It occurs for the bulk form when m varies along z. The chiral product is then ab' − ba', which is of second order. For a = ε cos qx and b = ε sin qx, with x now measured along the easy axis, it equals ε²q, and the stiffness is

Aq² − Dq + K = A(q − D/(2A))² + K − D²/(4A).

It first becomes negative when D exceeds 2√(AK), which is 4 mJ/m² here and lies above D_c. At D = 6 mJ/m² the lowest value is 0.40 − 36/40 = −0.50 MJ/m³, and the diagonalization agrees.

**Q:** Back to e perpendicular to z. Above D_c the walls have negative energy, so why does the sample not fill up with infinitely many?

**A:** Crowding them costs exchange energy. The bound −C tells us where the balance lies, because it is attained when β = 0 and a = b in the inequality for u:

Aθ'² = K sin²θ + C, θ' > 0.

This is a periodic array of walls, a soliton lattice. Its mean energy density is −C, and a full turn takes

L = 2∫₀^π √(A/(K sin²θ + C)) dθ.

Define k² = K/(K + C). Then K sin²θ + C = (K + C)(1 − k² cos²θ). With the complete elliptic integrals

𝒦(k) = ∫₀^{π/2} dθ/√(1 − k² sin²θ), ℰ(k) = ∫₀^{π/2} √(1 − k² sin²θ) dθ,

each integral from 0 to π is twice the one from 0 to π/2. Using √(K + C) = √K/k, the condition for C and the period become

πD = 4√(AK) ℰ(k)/k, or D/D_c = ℰ(k)/k,

L = 4Δ k 𝒦(k).

**Q:** But the first half gave the period 4πA/D. Which one am I to use?

**A:** The simple formula is for K = 0 and is a good approximation when D is much larger than D_c. In that limit k goes to 0 and both elliptic integrals go to π/2. Then k ≈ πD_c/(2D), and

L ≈ 2πΔk ≈ π²ΔD_c/D = π²√(A/K) × 4√(AK)/(πD) = 4πA/D.

In the opposite limit D approaches D_c from above, k goes to 1, ℰ goes to 1 and 𝒦 diverges. The walls move infinitely far apart, and the lattice passes over into the uniform state.

At D = 3 mJ/m², D/D_c = 1.178 and k = 0.944, so

L = 47.9 nm,

compared with 41.9 nm from 4πA/D. At D = 2.6 mJ/m², only 2% above D_c, L = 73.6 nm, while 4πA/D is 48.3 nm. An independent minimization with a Fourier series gives the same two lattice periods.

**Q:** Could I not keep a uniformly rotating helix and just add the average anisotropy energy?

**A:** As an estimate, yes, but it puts the threshold too high. Over a full turn the average of sin²θ is 1/2, so such a helix has the density K/2 − D²/(4A). At D = 3 mJ/m² this is 0.200 − 0.225 = −0.025 MJ/m³, while the soliton lattice reaches −0.049 MJ/m³. The undistorted helix would win over the uniform state only above D = √2 √(AK) = 2.83 mJ/m². Between D_c and that value the ground state is already modulated, because the spins can linger near ±z and turn quickly in between.

**Q:** Where should I stop trusting D_c?

**A:** Where the assumptions fail. An applied field along z makes +z and −z unequal, and dipolar fields add energies that depend on the whole sample. Textures that vary in two or three directions, such as skyrmions, are outside the proof, which does not compare their energy with that of m(x). The continuum description also requires Δ and L to be much longer than the distance between atoms. The values compared here are collected in the numerical output below.

Calculated quantities

```
exchange stiffness A = 10.0 pJ/m
anisotropy K = 0.40 MJ/m^3
sqrt(AK) = 2.000 mJ/m^2
wall width parameter sqrt(A/K) = 5.000 nm
critical D, formula = 2.5465 mJ/m^2
critical D, relaxed walls = 2.5467 mJ/m^2
K=0, D=2.0 mJ/m^2: helix period, formula = 62.83 nm
K=0, D=2.0 mJ/m^2: helix period, chain = 62.88 nm
K=0, D=3.0 mJ/m^2: helix period, formula = 41.89 nm
D=0.0 mJ/m^2: wall energy, formula = 8.0000 mJ/m^2
D=0.0 mJ/m^2: wall energy, chain = 7.9992 mJ/m^2
D=0.0 mJ/m^2: width parameter, chain = 4.998 nm
D=2.0 mJ/m^2: wall energy, formula = 1.7168 mJ/m^2
D=2.0 mJ/m^2: wall energy, chain = 1.7173 mJ/m^2
D=2.0 mJ/m^2: width parameter, chain = 5.000 nm
D=3.0 mJ/m^2: wall energy, formula = -1.4248 mJ/m^2
D=3.0 mJ/m^2: wall energy, chain = -1.4236 mJ/m^2
D=3.0 mJ/m^2: width parameter, chain = 5.001 nm
D=2.0 mJ/m^2, azimuth 60 deg: wall = 4.858 mJ/m^2
D=2.0 mJ/m^2, azimuth 90 deg: wall = 7.999 mJ/m^2
D=2.0 mJ/m^2, azimuth 180 deg: wall = 14.281 mJ/m^2
full turn at 0.98 Dc: energy = 0.343 mJ/m^2
full turn at 1.10 Dc: energy = -1.577 mJ/m^2
max |G|/sqrt(AK) at C=0 = 0.421 (no unit)
D=2.6 mJ/m^2: D/Dc = 1.0210, modulus k = 0.99501 (no unit)
D=2.6 mJ/m^2: lattice energy, formula = -0.00402 MJ/m^3
D=2.6 mJ/m^2: lattice energy, series = -0.00402 MJ/m^3
D=2.6 mJ/m^2: lattice period, formula = 73.59 nm
D=2.6 mJ/m^2: lattice period, series = 73.59 nm
D=3.0 mJ/m^2: D/Dc = 1.1781, modulus k = 0.94393 (no unit)
D=3.0 mJ/m^2: lattice energy, formula = -0.04893 MJ/m^3
D=3.0 mJ/m^2: lattice energy, series = -0.04893 MJ/m^3
D=3.0 mJ/m^2: lattice period, formula = 47.91 nm
D=3.0 mJ/m^2: lattice period, series = 47.91 nm
D=3.0 mJ/m^2: undistorted helix energy = -0.02500 MJ/m^3
ripple test: D = 6.0 mJ/m^2
lowest stiffness, e perpendicular to z = 0.4000 MJ/m^3
lowest stiffness, e parallel to z = -0.5000 MJ/m^3
ripple threshold for e parallel to z = 4.000 mJ/m^2
```
